# Linewidth variance from Gaussian focus errors under a quadratic focus response

## 1. Definitions and conventions

A resist line of width $L$ is printed with a focus error $z$, the displacement of the wafer along the optical axis. In a range of small $z$ the width is taken to follow

$$L(z)=L_0+b z^2 .$$

Here $L_0$ is the width at $z=0$, and $b$ is a constant with the unit of inverse length. The origin of $z$ is the vertex of the parabola, the focus at which $L$ is stationary. The sign of $b$ may be positive or negative.

The focus error varies from exposure to exposure. It has a Gaussian distribution with mean $m$ and standard deviation $s$:

$$z=m+s\,g,\qquad \varphi(g)=\frac{e^{-g^2/2}}{\sqrt{2\pi}},$$

where $\varphi$ is the probability density of $g$. The average over this distribution is written $E[\cdot]$, and $\mathrm{Var}\,L=E[(L-E[L])^2]$. Dose, mask and resist are held fixed, so focus is the one source of variation until Section 7.

The result to be shown is

$$\boxed{\mathrm{Var}\,L=4b^2m^2s^2+2b^2s^4 .}$$

It is exact for a parabola and a Gaussian. For a real image the parabola is the leading term of an expansion in $z$, and the result is then an approximation.

## 2. Derivation of the variance

The moments of $g$ come first. The density obeys $\varphi'(g)=-g\,\varphi(g)$. Integration by parts, with boundary terms that vanish because $\varphi$ falls faster than any power, gives for $n\ge1$

$$E[g^{n+1}]=-\int g^n\varphi'(g)\,dg=n\int g^{n-1}\varphi(g)\,dg=n\,E[g^{n-1}].$$

With $E[1]=1$ this yields $E[g^2]=1$ and $E[g^4]=3E[g^2]=3$. Odd moments vanish because $\varphi$ is even.

Now square the focus error:

$$z^2=m^2+2ms\,g+s^2g^2 .$$

Its mean is $m^2+s^2$, so the mean linewidth is

$$E[L]=L_0+b(m^2+s^2).$$

Subtracting the mean leaves two fluctuating parts:

$$z^2-E[z^2]=2ms\,g+s^2(g^2-1).$$

Squaring and averaging gives

$$\mathrm{Var}(z^2)=4m^2s^2E[g^2]+4ms^3E[g(g^2-1)]+s^4E[(g^2-1)^2].$$

The three averages are

$$E[g^2]=1,\qquad E[g^3]-E[g]=0,\qquad E[g^4]-2E[g^2]+1=3-2+1=2 .$$

Therefore $\mathrm{Var}(z^2)=4m^2s^2+2s^4$. The constant $L_0$ does not contribute to a variance, and the factor $b$ enters squared. This is the stated result.

## 3. Meaning of the two terms

The slope of the parabola at the mean focus is $dL/dz=2bm$. Multiplying it by the focus deviation $s$ and squaring gives $4b^2m^2s^2$. The first term is thus the usual linear propagation of an error.

The second term comes from the curvature of $L(z)$. Its ratio to the first is

$$\frac{2b^2s^4}{4b^2m^2s^2}=\frac{s^2}{2m^2}.$$

Two limits follow.

- For $s\ll|m|$ the slope term dominates, and the standard deviation of $L$ is about $2|b||m|s$.
- For $m=0$ the slope vanishes, but the standard deviation is $\sqrt2\,|b|s^2$, not zero. Every focus error then moves the width to the same side of $L_0$, because $L-L_0=bs^2g^2$ has the sign of $b$.

The variance measures scatter about the mean width, which is itself displaced from $L_0$. If the target is $L_0$, the mean square departure from target is the variance plus the squared mean shift:

$$E[(L-L_0)^2]=b^2(4m^2s^2+2s^4)+b^2(m^2+s^2)^2=b^2(m^4+6m^2s^2+3s^4).$$

A term linear in focus adds nothing new when $b\neq0$. Completing the square,

$$L_0+az+bz^2=L_0-\frac{a^2}{4b}+b\left(z+\frac{a}{2b}\right)^2 ,$$

so $m$ in the result must be replaced by $m+a/(2b)$. This is why $m$ has to be measured from the vertex.

## 4. Where the Gaussian matters

Let $u=z-m$ have any distribution with zero mean, variance $s^2$, third moment $\mu_3=E[u^3]$ and finite fourth moment $\mu_4=E[u^4]$. Then $z^2-E[z^2]=2mu+(u^2-s^2)$, and

$$\mathrm{Var}(z^2)=4m^2s^2+4m\,E[u^3-s^2u]+E[u^4-2s^2u^2+s^4]$$

$$\phantom{\mathrm{Var}(z^2)}=4m^2s^2+4m\mu_3+\mu_4-s^4 .$$

A Gaussian has $\mu_3=0$ and $\mu_4=3s^4$, which returns the earlier result. A distribution that is flat over $-h\le u\le h$ has $s^2=h^2/3$ and $\mu_4=h^4/5=9s^4/5$. Its last term is $\tfrac45s^4$ in place of $2s^4$. The slope term is the same for all these distributions; the Gaussian assumption acts through $\mu_3$ and $\mu_4$.

## 5. Why the width is quadratic, and the value of $b$

Consider a mask with period $p$ and clear openings of width $w$, centred at $x=0$. With $k=2\pi/p$, its diffraction orders have amplitudes

$$a_n=\frac1p\int_{-w/2}^{w/2}e^{-inkx}dx=\frac{\sin(n\pi w/p)}{n\pi},\qquad a_0=\frac wp .$$

Suppose the lens passes the orders $-1,0,+1$ with equal transmission and no aberration. A source point is labelled by its direction sines $(s_x,s_y)$. For wavelength $\lambda$, order $n$ reaches the wafer with axial wavenumber

$$\kappa_n=\frac{2\pi}{\lambda}\sqrt{1-(s_x+n\lambda/p)^2-s_y^2}.$$

The light is polarised along the lines, and the fields are added as scalars. Up to a factor of modulus one, the field is

$$a_0e^{i\kappa_0z}+a_1e^{i(kx+\kappa_1z)}+a_1e^{i(-kx+\kappa_{-1}z)} .$$

Let $\Delta_\pm=\kappa_{\pm1}-\kappa_0$. The squared modulus is

$$a_0^2+2a_1^2+2a_0a_1[\cos(kx+\Delta_+z)+\cos(kx-\Delta_-z)]+2a_1^2\cos[2kx+(\Delta_+-\Delta_-)z].$$

The source is symmetric under $s_x\to-s_x$, which exchanges $\Delta_+$ and $\Delta_-$. When the cosines are expanded and averaged over the source, the terms in $\sin kx$ and $\sin2kx$ cancel. With $\langle\cdot\rangle$ for the source average,

$$I(x,z)=A_0+A_1(z)\cos kx+A_2(z)\cos2kx,$$

$$A_0=a_0^2+2a_1^2,\qquad A_1=2a_0a_1\langle\cos\Delta_+z+\cos\Delta_-z\rangle,\qquad A_2=2a_1^2\langle\cos(\Delta_+-\Delta_-)z\rangle .$$

The image is even in $z$. A positive resist leaves a line where $I$ is below a threshold $T$. If the edge of the bright space is at $x_e$, the line has width $L=p-2x_e$.

Defocus moves the edge by $\delta x$. Evenness removes terms odd in $z$, so the condition $I=T$ becomes, to order $z^2$,

$$I_x\,\delta x+\tfrac12I_{zz}z^2=0,\qquad \delta x=-\frac{I_{zz}}{2I_x}z^2 .$$

Subscripts denote derivatives at the in-focus edge. Since $\delta L=-2\delta x$,

$$b=\frac{I_{zz}}{I_x}.$$

This needs $I_x\ne0$. If $I_{zz}=0$, then $b=0$ and the quadratic law predicts no variation. The next power of $z$ must then be kept.

## 6. Worked example: a dry ArF exposure

The inputs are rough values in the regime of a dry ArF scanner: $\lambda=193$ nm, numerical aperture 0.85, $p=320$ nm and $w=160$ nm. The source is a uniform disk whose radius is 0.25 of the aperture. The dose is set so that $L_0=150$ nm. Focus has $m=30$ nm and $s=15$ nm.

The first orders are centred at sine $193/320=0.603$, and the source radius is $0.25\times0.85=0.213$. The first orders therefore reach at most 0.816, inside the aperture. The second orders start at $1.206-0.213=0.993$, outside it. Three orders pass for every source point, as assumed.

The amplitudes are $a_0=0.5$ and $a_1=1/\pi=0.3183$. In focus, $A_0=0.4526$, $A_1=0.6366$ and $A_2=0.2026$. The edge is at $x_e=(320-150)/2=85$ nm, where $\cos kx_e=-0.098$ and $\cos2kx_e=-0.981$. The threshold, relative to the intensity of an open mask, is

$$T=0.4526-0.6366(0.098)-0.2026(0.981)=0.1915 .$$

The lateral slope is

$$I_x=-k(A_1\sin kx_e+2A_2\sin2kx_e)=-0.01089\ \mathrm{nm^{-1}} .$$

The second derivatives of the coefficients at $z=0$ are

$$A_1''=-2a_0a_1\langle\Delta_+^2+\Delta_-^2\rangle,\qquad A_2''=-2a_1^2\langle(\Delta_+-\Delta_-)^2\rangle .$$

Both are negative, and both cosines at the edge are negative, so $I_{zz}=A_1''\cos kx_e+A_2''\cos2kx_e$ is positive. Averaging numerically over 192 weighted source points gives $I_{zz}=9.22\times10^{-6}\ \mathrm{nm^{-2}}$. Hence

$$b=\frac{9.22\times10^{-6}}{-0.01089}\ \mathrm{nm^{-1}}=-8.47\times10^{-4}\ \mathrm{nm^{-1}} .$$

Defocus raises the intensity at this edge, so the line becomes narrower.

With $b^2=7.17\times10^{-7}\ \mathrm{nm^{-2}}$, the two parts of the variance are

$$4b^2m^2s^2=4(7.17\times10^{-7})(900)(225)\ \mathrm{nm^2}=0.581\ \mathrm{nm^2},$$

$$2b^2s^4=2(7.17\times10^{-7})(50625)\ \mathrm{nm^2}=0.073\ \mathrm{nm^2}.$$

Their ratio is $225/(2\times900)=0.125$. The sum is $0.654\ \mathrm{nm^2}$, so the standard deviation is 0.81 nm. The slope term alone would give 0.76 nm.

The mean shift is $b(900+225)\ \mathrm{nm^2}=-0.95$ nm. Within the quadratic law, the root-mean-square departure from 150 nm is therefore $\sqrt{0.654+0.95^2}=1.25$ nm. If the mean focus were moved to the vertex with $s$ unchanged, the law would give a standard deviation of 0.27 nm, from the curvature term alone. The full image of Section 7 gives 0.28 nm there.

## 7. Size of the neglected effects

**Higher powers of focus.** The edge of the three-order image can be found without expanding in $z$. Put $c=\cos kx_e$ and use $\cos2kx_e=2c^2-1$. The threshold condition becomes

$$2A_2c^2+A_1c+A_0-A_2-T=0,$$

$$c=\frac{-A_1+\sqrt{A_1^2-8A_2(A_0-A_2-T)}}{4A_2},\qquad L=p-\frac2k\arccos c .$$

The plus sign selects the root that gives the 150 nm line in focus. Averaging this width numerically over the Gaussian, cut at five standard deviations on each side, gives a standard deviation of 0.91 nm. This is 12% above the value from the law. The mean shift becomes $-1.01$ nm.

The next term in the width is $d\,z^4$, because $L$ is even in $z$. To first order in $d$,

$$\mathrm{Var}\,L=b^2\,\mathrm{Var}(z^2)+2bd\,\mathrm{Cov}(z^2,z^4).$$

If $m$ and $s$ are both multiplied by a factor $q$, the variance of $z^2$ scales as $q^4$ and the covariance as $q^6$. The relative correction should then fall as $q^2$. The computed excess is 12.1% for the full values, 2.7% for half and 0.66% for a quarter of both $m$ and $s$. The fall approaches the expected factor of four per halving.

This limits the use of the curvature term in the example. It raises the standard deviation by 6% over the slope term alone, whereas the higher powers of $z$ add 12% to the law. At these focus errors, keeping $2b^2s^4$ while dropping $z^4$ leaves out the larger correction. At half the focus errors the order is reversed: the curvature term still adds 6%, since $s/m$ is unchanged, and the higher powers add 2.7%.

**Dose.** Let the dose change by a small fraction $e$. The edge then satisfies $(1+e)I=T$, so $I_x\delta x=-Te$ and $\delta L=2Te/I_x$. For $e=0.01$ this is $-0.35$ nm in focus. At $z=30$ nm the full width formula gives a magnitude of 0.37 nm. If dose has a 1% standard deviation and is independent of focus, adding the variances gives about $\sqrt{0.91^2+0.37^2}=0.98$ nm. This estimate holds the dose sensitivity at its value for $z=m$.

**Shape of the focus distribution.** A flat distribution with the same $m$ and $s$ gives 0.78 nm within the quadratic law, against 0.81 nm for the Gaussian.

**Resist thickness.** Suppose the image is averaged through a film 100 nm thick with refractive index 1.7, with focus referred to the middle of the film. Absorption and reflection are left out, and the dose is readjusted to keep $L_0=150$ nm. The coefficient $b$ then changes by 0.04% in magnitude in this example. Because $b$ is the ratio $I_{zz}/I_x$, changes of the two derivatives can offset each other in it, so this figure should not be carried over to other films, sources or linewidths.

**Loss of the line.** Defocus also brightens the centre of the line. At a focus error of 116 nm the intensity there reaches $T$, and beyond this point a single linewidth no longer describes the pattern. This lies 5.7 standard deviations above the mean focus, so such events have negligible weight in the example.

## 8. Comparison with a real exposure

The wavelength, aperture and pitch belong to the regime of dry ArF lithography, and focus errors of some tens of nanometres are a plausible rough size. Several choices need a flag. The source is a small disk centred on the axis; a larger or off-axis source can change $b$. With $L_0$ kept at 150 nm, $|b|$ does not vary monotonically with the disk radius: it rises by about 25% at 0.4 of the aperture and by about 3% at 0.5, and it falls by about 17% at 0.6 and by about a third at 0.7. The dose is also high: a 160 nm line, equal to the dark width on the mask, would need $T=A_0-A_2=0.25$, so the 150 nm line takes $0.25/0.1915=1.31$ times that dose. The polarisation and the equal transmission of the orders also matter. With $L_0$ kept at 150 nm, unpolarised light, its fields added as vectors in a film of index 1.7, lowers $|b|$ by about 8%. Weighting each order's amplitude by $1/\sqrt{\cos\theta}$, where $\theta$ is its angle to the axis in air, raises $|b|$ by about 13% in the scalar model. With both changes together $|b|$ rises by about 4%. These figures leave out the angle-dependent Fresnel transmission into the film. With it included as well, $|b|$ falls by about 6% for unpolarised light and changes by about 0.1% for light polarised along the lines. The value of $b$ found here is therefore good to roughly ten per cent at best, and only for this source.

Real exposures break the assumption of a pure parabola, which moves the standard deviation here from 0.81 to 0.91 nm. They also break the assumption of fixed dose, which moves it to about 0.98 nm for a 1% dose deviation. Acid diffusion in the resist, lens aberrations and mask topography are not included, and their effects have not been sized. Where a measured width still follows a parabola in focus, the variance law with the fitted $b$ and vertex gives the part of the variance that comes from focus, provided the focus errors stay within the fitted range and are close to Gaussian. The fitted $b$ depends on that range when higher powers of $z$ are present. In the example, a least-squares parabola fitted to densely sampled widths over $\pm75$ nm, which just reaches $m+3s$, misses the full width by at most 0.25 nm, and the law with this fit gives a standard deviation of 0.95 nm in place of 0.91 nm. Fits over $\pm60$ nm and $\pm45$ nm give 0.89 nm and 0.85 nm. A close fit therefore does not fix the predicted scatter to better than several per cent, and the error can have either sign.
